# Translation of regular solid harmonics and the shift of multipole moments, part 2

A multipole moment depends on the origin about which it is taken. For water, $Q_{20}$ even changes sign between the oxygen nucleus and a point $0.116$ Å away on the symmetry axis. The problem is to obtain the moments about a new origin from those about an old one.

Atomic units are used in the algebra; the water example uses $e$, Å and eV. The regular solid harmonics are $R_{lm}(\mathbf r)=r^lC_{lm}(\hat{\mathbf r})$, with $C_{lm}=\sqrt{4\pi/(2l+1)}\,Y_{lm}$ and Condon–Shortley phases. Thus $R_{l0}=r^lP_l(\cos\theta)$, with $P_l$ the Legendre polynomials, $R_{10}=z$, $R_{1,\pm1}=\mp(x\pm iy)/\sqrt2$ and $R_{l,-m}=(-1)^mR^*_{lm}$. For a vector along $z$, $R_{lm}=\delta_{m0}z^l$. They obey the translation formula

$$R_{LM}(\mathbf a+\mathbf b)=\sum_{l=0}^{L}\sum_{m}T^{LM}_{lm}\,R_{lm}(\mathbf a)\,R_{L-l,M-m}(\mathbf b),\qquad T^{LM}_{lm}=\sqrt{\binom{L+M}{l+m}\binom{L-M}{l-m}},\tag{2}$$

where $m$ runs over the values with $|m|\le l$ and $|M-m|\le L-l$. The coefficients are stretched Clebsch–Gordan coefficients (CG in the computed results) times a factor (sqrtB there):

$$T^{LM}_{lm}=\sqrt{\binom{2L}{2l}}\;\langle l\,m;\,L-l,\,M-m\,|\,L\,M\rangle.\tag{3}$$

In the numerical check of (3), $\mathbf J$ is the total angular momentum of the coupled pair.

For a charge density $\rho$ whose moments up to rank $L$ exist, the moments about the origin $\mathbf O$ are

$$Q_{LM}(\mathbf O)=\int\rho(\mathbf r)\,R_{LM}(\mathbf r-\mathbf O)\,d^3r.$$

$Q_{00}=q$ is the total charge and $Q_{10}$ the $z$ component of the dipole. When the origin moves by $\mathbf d$ with the charge held fixed,

$$Q_{LM}(\mathbf O+\mathbf d)=\sum_{l,m}T^{LM}_{lm}\,Q_{lm}(\mathbf O)\,R_{L-l,M-m}(-\mathbf d).\tag{11}$$

This is exact for any $\mathbf d$. A prime, as in $Q'_{LM}$, marks a moment about the new origin.

**Which moments are independent of the origin.** The term $l=L$ of (11) is $Q_{LM}(\mathbf O)$ itself. If all $Q_{lm}$ with $l<L$ vanish, nothing else remains. Conversely, suppose that $Q_{LM}$ is unchanged for all $M$ and all $\mathbf d$. The change is a polynomial in $\mathbf d$, so its part of each degree $L-l$ vanishes separately. For fixed $M$, different $m$ multiply different functions $R_{L-l,M-m}$, which are linearly independent, so $T^{LM}_{lm}Q_{lm}=0$ for every allowed $m$. The choice $M=m$ is always allowed and has $T>0$, so $Q_{lm}=0$. A whole rank is origin-independent if and only if all lower ranks vanish. A single component may be invariant under weaker conditions.

**Shift along the axis.** For $\mathbf d=d\,\hat{\mathbf z}$, $R_{k\mu}(-\mathbf d)=\delta_{\mu0}(-d)^k$, so $m=M$ and

$$Q'_{LM}=\sum_{l=|M|}^{L}\sqrt{\binom{L+M}{l+M}\binom{L-M}{l-M}}\;(-d)^{L-l}\,Q_{lM}.\tag{12}$$

For $M=0$ the root is $\binom Ll$. For $L=3$, $M=l=2$ it is $\sqrt{\binom54\binom10}=\sqrt5$. For a neutral system this gives

$$Q'_{10}=Q_{10},\qquad Q'_{20}=Q_{20}-2dQ_{10},\qquad Q'_{22}=Q_{22},$$
$$Q'_{30}=Q_{30}-3dQ_{20}+3d^2Q_{10},\qquad Q'_{32}=Q_{32}-\sqrt5\,d\,Q_{22}.$$

$Q_{LL}$ never changes under an axial shift, because the sum has one term. If $Q_{10}\ne0$, $Q'_{20}$ vanishes at $d_0=Q_{20}/(2Q_{10})$: for a neutral polar system the value of $Q_{20}$ can be made anything by the choice of origin.

## 7. The potential and its truncation

For $s<P$ the Legendre generating function gives $|\mathbf P-\mathbf s|^{-1}=\sum_ls^lP^{-l-1}P_l(\cos\gamma)$, with $\gamma$ the angle between the vectors. The sum $\sum_mC_{lm}(\hat{\mathbf s})C^*_{lm}(\hat{\mathbf P})$ is unchanged by a joint rotation, because a rotation mixes the $C_{lm}$ of one $l$ unitarily. Rotating $\hat{\mathbf P}$ onto the $z$ axis, where $C_{lm}=\delta_{m0}$, shows that the sum equals $P_l(\cos\gamma)$. Measuring both vectors from $\mathbf O$ and integrating over $\rho$,

$$V(\mathbf P)=\sum_{l,m}Q_{lm}(\mathbf O)\,\frac{R^*_{lm}(\mathbf P-\mathbf O)}{|\mathbf P-\mathbf O|^{2l+1}}.\tag{13}$$

Unlike (11), this is derived under a condition: the expansion of $|\mathbf P-\mathbf s|^{-1}$ needs $s<P$, so (13) is established when all the charge lies inside the sphere about $\mathbf O$ through $\mathbf P$. The condition is sufficient but not necessary. The average of a harmonic polynomial over a spherical surface is its value at the centre, so a uniformly charged shell has the moments of a point charge at its centre. For $\mathbf P$ outside the shell and farther from $\mathbf O$ than that centre, (13) therefore gives the exact potential even when part of the shell lies beyond the sphere. A molecular density has a tail beyond any sphere, and that tail enters (13) with the wrong kernel; the resulting error is called the penetration term. With a tail the series need not even converge. Take a unit Gaussian charge centred at $\mathbf O$ with variances $\sigma_x^2=\sigma_y^2<\sigma_z^2$. An isotropic Gaussian average leaves a harmonic polynomial unchanged, so only the excess variance along $z$ contributes, and $Q_{2k,0}=(2k-1)!!\,(\sigma_z^2-\sigma_x^2)^k$. On the axis the ratio of successive terms of (13) is $(2k+1)(\sigma_z^2-\sigma_x^2)/P^2$, which exceeds 1 for large $k$ at any $P$. In such a case (13) is an asymptotic series in $1/P$, useful only up to a finite rank.

When the condition holds about each origin, the full sum equals $V(\mathbf P)$ and does not depend on $\mathbf O$, but a truncated one does, since (11) feeds low ranks into higher ones. The dipole term shows how. For a neutral system with an axial dipole, $V_1(\mathbf P)=Q_{10}z/P^3$ about $\mathbf O=0$. About $d\,\hat{\mathbf z}$ the same function is evaluated at $\mathbf P-d\,\hat{\mathbf z}$. To first order in $d/P$, with $\partial_z(z/P^3)=(1-3\cos^2\theta)/P^3=-2P_2(\cos\theta)/P^3$,

$$V_1(\mathbf P)-V_1(\mathbf P-d\hat{\mathbf z})\approx d\,\partial_zV_1=-2dQ_{10}\,\frac{P_2(\cos\theta)}{P^3}.\tag{14}$$

This is the potential of the quadrupole change $-2dQ_{10}$ found from (12). At order $1/P^3$ the gap between the two dipole terms is compensated by the shift of the next rank. The gap left after rank 2 is of order $1/P^4$; it can still be linear in $d$, because the quadrupole term is also evaluated from a different origin.

## 8. Worked example: water

The molecule is computed at the restricted Hartree–Fock level in the cc-pVDZ basis, with the geometry optimised at that level: $r_{\rm OH}=0.9463$ Å, angle $104.61^\circ$. Oxygen is at the origin O, $z$ is the twofold axis, and the hydrogens lie at $x=\pm0.74879$ Å, $z=0.57860$ Å. The moments include nuclei and electrons. Five decimals are kept so that the identities can be followed; the numbers belong to this model and are not converged in the basis. At the same geometry, cc-pVTZ and aug-cc-pVDZ move $Q_{10}$ from $0.426$ to $0.419$ and $0.414\ e\,$Å, $Q_{20}$ about O from $0.034$ to $0.029$ and $0.027\ e\,\text{Å}^2$, $Q_{22}$ from $0.366$ to $0.394$ and $0.416\ e\,\text{Å}^2$, and the probe energy below from $0.2249$ to $0.2239$ and $0.2223$ eV. The sign reversal of $Q_{20}$ persists in both bases. Electron correlation is absent, and the accuracy of the numbers as properties of real water is not assessed here.

The mirror $y\to-y$ exchanges $x+iy$ and $x-iy$, turning $R_{lm}$ into $R^*_{lm}$, so all moments about points of the molecular plane are real and $Q_{l,-m}=(-1)^mQ_{lm}$. The twofold rotation multiplies $R_{lm}$ by $(-1)^m$, so odd $m$ vanish about points of the axis. The molecule is neutral, and its dipole, $Q_{10}=0.42559\ e\,$Å $=2.04$ D, is the same about every origin.

**Shift to the centre of nuclear charge N.** With nuclear charges 8, 1, 1, $d=2\times0.57860/10=0.11572$ Å. From the moments about O, in units $e\,\text{Å}^L$:

$$Q_{20}(\mathrm N)=0.03405-2(0.11572)(0.42559)=0.03405-0.09850=-0.06445,$$
$$Q_{30}(\mathrm N)=-0.2433-0.0118+0.0171=-0.2380,$$
$$Q_{32}(\mathrm N)=0.36668-2.23607(0.11572)(0.36562)=0.36668-0.09461=0.27207.$$

In $Q_{30}$ the second term is $-3(0.11572)(0.03405)$ and the third $3(0.11572)^2(0.42559)$. $Q_{22}=0.36562$ and $Q_{44}=0.18589$ do not change. The sign reversal of $Q_{20}$ occurs because the shift passes $d_0=0.03405/(2\times0.42559)=0.0400$ Å; integrating the density about that point gives $Q_{20}=0$ within the program's tolerance.

**Shift to a hydrogen nucleus.** Now $\mathbf d=(0.74879,\,0,\,0.57860)$ Å is off the axis. In rank 2 the terms $l=0$ and $l=1$, $m=\pm1$ vanish with $q$ and $Q_{1,\pm1}$, leaving the old value $Q_{2M}(\mathrm O)$ and, for $|M|\le1$, the change $T^{2M}_{10}\,Q_{10}\,R_{1M}(-\mathbf d)$. For $M=1$, $T=\sqrt{\binom31\binom11}=1.73205$ and $R_{11}(-\mathbf d)=-(-0.74879)/\sqrt2=0.52947$ Å, so a component that is zero about O appears:

$$Q_{21}(\mathrm H)=1.73205\times0.42559\times0.52947=0.39030\ e\,\text{Å}^2.$$

For $M=0$, $Q_{20}(\mathrm H)=0.03405-2(0.57860)(0.42559)$, which is $-0.45845\ e\,\text{Å}^2$ to rounding in the last digit. For $M=2$ no function $R_{12}$ exists, so $Q_{22}$ stays $0.36562\ e\,\text{Å}^2$ even for this shift. It and its partner $Q_{2,-2}$ are invariant components in a rank that is not invariant. Over all components up to rank 4 and both new origins, the moments from (11) and those from fresh integrals about the new point differ by at most $4.5\times10^{-15}\ e\,\text{Å}^L$, which is rounding error.

**Energy of a probe charge.** Place a charge $+e$ at $(3,0,4)$ Å, $5.0000$ Å from O and $4.9079$ Å from N, with the density frozen. Direct integration gives $0.22491$ eV. The unit $e^2/(4\pi\varepsilon_0)$ is one hartree times one bohr, $27.21139\times0.529177$ eV Å, so the dipole term about O is

$$27.21139\times0.529177\times\frac{0.42559\times4}{5^3}=0.19611\ \text{eV}.$$

The partial sums of (13), in eV, are:

| highest rank | about O | about N | O minus N |
|---|---|---|---|
| 1 | 0.19611 | 0.20136 | −0.00525 |
| 2 | 0.21648 | 0.21829 | −0.00180 |
| 3 | 0.22270 | 0.22345 | −0.00075 |
| 4 | 0.22468 | 0.22489 | −0.00021 |

The first gap follows from (14). With $\cos\theta=4/5$, $P_2=\tfrac12(3\times0.64-1)=0.46$, and $27.21139\times0.529177\times(-0.09850)\times0.46/125=-0.0052$ eV, against $-0.00525$ eV from the two sums. The remainder is the next Taylor term, $-\tfrac12d^2\partial_z^2V_1=-3d^2Q_{10}P_3(\cos\theta)/P^4$, which follows from differentiating $P_2/P^3=(3z^2-P^2)/(2P^5)$ to get $\partial_z(P_2/P^3)=-3P_3/P^4$. It equals $-0.00003$ eV. It is this small partly because $P_3(4/5)=\tfrac12(5\times0.512-2.4)=0.08$ for this probe direction, so the first-order estimate is not equally close in every direction. The dipole term alone falls short of the directly integrated energy by about 13% of that energy about O and about 10% about N. At rank 4 the residual is $-0.00023$ eV about O, 0.1% of the same energy, and $-0.00001$ eV about N. The residuals contain the omitted ranks and the penetration term, which are not separated here. The series about N lies closer at every rank for this one probe position; nothing above makes that general, and the size of the last residual about N is not explained by the ranks computed here.

The numerical check, with its output, tests (2) as an exact polynomial identity to $L=3$ and numerically to $L=10$ (largest error $1.1\times10^{-16}$ relative to $(|\mathbf a|+|\mathbf b|)^L$), (3) against eigenvectors of $\mathbf J^2$ to $L=6$, and (11) and (13) against direct sums over point charges and integrals over the water density.

## Computed results

```
translation formula, L<=10, max scaled error: 1.1e-16 (dimensionless)
L,M,l,m=2,0,1,0: T=2.00000 CG=0.81650 sqrtB=2.44949
L,M,l,m=2,0,1,1: T=1.00000 CG=0.40825 sqrtB=2.44949
L,M,l,m=2,1,1,0: T=1.73205 CG=0.70711 sqrtB=2.44949
L,M,l,m=3,0,2,0: T=3.00000 CG=0.77460 sqrtB=3.87298
L,M,l,m=3,0,1,0: T=3.00000 CG=0.77460 sqrtB=3.87298
L,M,l,m=3,2,2,2: T=2.23607 CG=0.57735 sqrtB=3.87298
bohr = 0.529177 A, hartree = 27.21139 eV
RHF/cc-pVDZ energy = -2068.802 eV
r(OH) = 0.9463 A, angle HOH = 104.61 deg
H position x = 0.74879 A, z = 0.57860 A
centre of nuclear charge N: d = 0.11572 A along z
dipole Q10 = 0.42559 e A = 2.044 D
moments about O | N shifted | N direct | H shifted | H direct
Q10 (e A^1):   0.42559   0.42559   0.42559   0.42559   0.42559
Q20 (e A^2):   0.03405  -0.06445  -0.06445  -0.45845  -0.45845
Q21 (e A^2):   0.00000   0.00000   0.00000   0.39030   0.39030
Q22 (e A^2):   0.36562   0.36562   0.36562   0.36562   0.36562
Q30 (e A^3):  -0.24327  -0.23800  -0.23800  -0.23288  -0.23288
Q31 (e A^3):   0.00000   0.00000   0.00000  -0.78816  -0.78816
Q32 (e A^3):   0.36668   0.27207   0.27207   0.22039   0.22039
Q33 (e A^3):   0.00000   0.00000   0.00000   0.74976   0.74976
Q40 (e A^4):  -0.34148  -0.22878  -0.22878   0.98239   0.98239
Q42 (e A^4):   0.32823   0.20021   0.20021  -0.93925  -0.93925
Q44 (e A^4):   0.18589   0.18589   0.18589   1.23619   1.23619
max |shifted - direct|, L<=4: 4.5e-15 e A^L
term -2 d Q10 = -0.09850 e A^2
term -3 d Q20 = -0.01182 e A^3, term 3 d^2 Q10 = 0.01710 e A^3
term -sqrt5 d Q22 = -0.09461 e A^3
R11(-d_H) = 0.52947 A, sqrt3 Q10 R11 = 0.39030 e A^2
origin with Q20 = 0: d0 = 0.04000 A
probe +e at (3.0, 0.0, 4.0) A
distance from O = 5.0000 A, from N = 4.9079 A
exact probe energy = 0.22491 eV
series to L=1: O 0.19611 eV, N 0.20136 eV, gap -0.00525 eV
series to L=2: O 0.21648 eV, N 0.21829 eV, gap -0.00180 eV
series to L=3: O 0.22270 eV, N 0.22345 eV, gap -0.00075 eV
series to L=4: O 0.22468 eV, N 0.22489 eV, gap -0.00021 eV
residual at L=4: O -0.00023 eV, N -0.00001 eV
```
